**Bounds on the end correction of a cylindrical channel**

The resistance of a channel of radius $a$ and length $L$ joining two half-spaces of the same resistivity $\rho$ is written $R=\rho(L+2\alpha a)/(\pi a^2)$, and the result under test is $\pi/4\le\alpha\le8/(3\pi)$. The program solves Laplace's equation with a finite-volume resistor network for an equipotential mouth, for a uniform-flux mouth and for the real channel. It asserts that the first two agree with the analytic bounds within 0.003, and that the real channel lies between them for $L/a=0.1$, 0.5 and 6, with $\alpha$ rising with length. Separate assertions check the disc potential, the double integral over the mouth, the Sharvin length, the finite-layer correction and the self-heating formula. The output gives $\alpha=0.805$, 0.820 and 0.822 for the three lengths, with a numerical error of about 0.001. For a silicon window with $a=200$ nm and $L=100$ nm it gives bounds of 25.7 and 27.3 Ω and a network value of 26.6 Ω. The printed estimates of neglected effects are largest for a 10% resistivity mismatch of the layer, which changes $R$ by about 4%.

## Numerical verification

```python
"""Resistance of a cylindrical channel between two half-spaces.

Result under test: R = rho*(L + 2*alpha*a)/(pi*a^2), with
    pi/4 <= alpha <= 8/(3*pi).
a: channel radius, L: channel length, rho: uniform resistivity,
alpha: length added by each end, in units of a. Walls are insulating.
The lower bound comes from equipotential mouths, the upper bound from
uniform flux through the mouths. A finite-volume solution of Laplace's
equation supplies the independent values (there a = rho = 1).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import j1

LOWER = np.pi / 4
UPPER = 8 / (3 * np.pi)
FAR = 3000.0  # distance of the grounded outer boundary, in radii


def graded(extent, density):
    """Cell faces from 0 to extent, finest near 0."""
    b = np.log(extent) + 5
    n = int(np.ceil(density * b))
    return extent * np.expm1(b * np.arange(n + 1) / n) / np.expm1(b)


def end_length(density, mouth, half_length=0.0):
    """Added length of one end, from a finite-volume resistor network.

    mouth: 'open' (real channel up to its equipotential midplane),
    'disc' (equipotential mouth) or 'flux' (uniform flux through mouth).
    """
    inner, outer = graded(1.0, density), graded(FAR, density)
    rf = np.concatenate([1 - inner[::-1], 1 + outer[1:]])
    zf = outer
    if mouth == 'open':
        zf = np.concatenate([-graded(half_length, density)[::-1], outer[1:]])
    rc, zc = (rf[1:] + rf[:-1]) / 2, (zf[1:] + zf[:-1]) / 2
    dz, area = np.diff(zf), np.pi * np.diff(rf**2)
    active = (rc[:, None] < 1) | (zc[None, :] > 0)
    number = np.full(active.shape, -1)
    size = int(active.sum())
    number[active] = np.arange(size)

    g_r = 2 * np.pi * rf[1:-1, None] * dz[None, :] / np.diff(rc)[:, None]
    g_z = area[:, None] / np.diff(zc)[None, :]
    ok_r = active[1:] & active[:-1]
    ok_z = active[:, 1:] & active[:, :-1]
    p = np.concatenate([number[:-1][ok_r], number[:, :-1][ok_z]])
    q = np.concatenate([number[1:][ok_r], number[:, 1:][ok_z]])
    g = np.concatenate([g_r[ok_r], g_z[ok_z]])
    diag = np.bincount(p, g, size) + np.bincount(q, g, size)

    # grounded outer boundary
    side = active[-1]
    diag[number[-1][side]] += (2 * np.pi * rf[-1] * dz / (rf[-1] - rc[-1]))[side]
    diag[number[:, -1]] += area / (zf[-1] - zc[-1])

    # feed through the lowest faces inside the channel radius
    feed = rc < 1
    cells = number[feed, 0]
    gap = zc[0] - zf[0]
    rhs = np.zeros(size)
    if mouth == 'flux':
        rhs[cells] = area[feed] / np.pi
    else:
        g_feed = area[feed] / gap
        diag[cells] += g_feed
        rhs[cells] = g_feed
    k = np.arange(size)
    matrix = coo_matrix((np.concatenate([diag, -g, -g]),
                         (np.concatenate([k, p, q]),
                          np.concatenate([k, q, p]))),
                        shape=(size, size)).tocsc()
    phi = spsolve(matrix, rhs, permc_spec='MMD_AT_PLUS_A')
    if mouth == 'flux':
        resistance = np.sum(rhs[cells] * (phi[cells] + gap / np.pi))
    else:
        resistance = 1 / np.sum(g_feed * (1 - phi[cells]))
    return np.pi * resistance - half_length


# --- the two constrained problems and the real channel, numerically ---
DENSITY = 12
disc_net = end_length(DENSITY, 'disc')
flux_net = end_length(DENSITY, 'flux')
assert abs(disc_net - LOWER) < 3e-3   # grid and outer-boundary error
assert abs(flux_net - UPPER) < 3e-3
ratios = [0.1, 0.5, 6.0]              # L/a
alphas = [end_length(DENSITY, 'open', x / 2) for x in ratios]
for value in alphas:
    assert disc_net < value < flux_net
for value in alphas[1:]:
    assert LOWER + 3e-3 < value < UPPER - 3e-3
assert alphas[0] < alphas[1] < alphas[2]
alpha_coarse = end_length(8, 'open', ratios[1] / 2)
assert abs(alpha_coarse - alphas[1]) < 3e-3


# --- potential of the equipotential disc (rho = I = a = 1) ---
def disc_potential(r, z):
    def integrand(t):
        return (1 / np.sqrt(r * r + (z + 1j * t)**2)).real
    cut = min(r, 1.0)
    total = quad(integrand, 0, cut, limit=400, epsabs=1e-11)[0]
    if r < 1:
        total += quad(integrand, cut, 1, limit=400, epsabs=1e-11)[0]
    return 2 * total / (4 * np.pi)


step = 1e-2
for r in (0.3, 0.6):
    flux = 1 / (2 * np.pi * np.sqrt(1 - r * r))
    # the remainder is of third order in step
    assert abs(disc_potential(r, step) - (0.25 - step * flux)) < 2e-6
outside_slope = (disc_potential(1.5, 2e-3) - disc_potential(1.5, 1e-3)) / 1e-3
assert abs(outside_slope) < 2e-3
assert abs(disc_potential(30.0, 40.0) * 2 * np.pi * 50 - 1) < 1e-3


# --- double integral of inverse distance over the unit disc ---
def inverse_distance_integral(r):
    """Integral of dA/distance from an interior point: rim distances."""
    angle = 2 * np.pi * np.arange(4000) / 4000
    rim = -r * np.cos(angle) + np.sqrt(1 - (r * np.sin(angle))**2)
    return 2 * np.pi * rim.mean()


W = quad(lambda r: 2 * np.pi * r * inverse_distance_integral(r), 0, 1)[0]
assert abs(W - 16 * np.pi / 3) < 1e-5

# --- worked example: n+ silicon through an oxide window (SI units) ---
a, L = 200e-9, 100e-9
density_e, mobility = 1e26, 80e-4
current, temperature = 1e-3, 300.0
thickness = 5e-6          # n+ layer under its metal electrode
contact = 1e-11           # ohm m^2, top contact
wall_charge = 1e16        # elementary charges per m^2 at the oxide wall
kappa = 70.0              # W/(m K)
valleys, mass_ratio = 6, 0.32
mismatch = 0.10
v_saturation = 1e5        # m/s
assert abs(L / a - ratios[1]) < 1e-12
alpha = alphas[1]
rho = 1 / (const.e * density_e * mobility)


def resistance(end, radius=a):
    return rho * (L + 2 * end * radius) / (np.pi * radius**2)


R_channel = resistance(0.0)
R_low, R_high, R_num = resistance(LOWER), resistance(UPPER), resistance(alpha)
assert R_low < R_num < R_high
total_length = L + 2 * alpha * a

# ballistic transport: mode counting against the mean-free-path form
k_fermi = (3 * np.pi**2 * density_e / valleys)**(1 / 3)
free_path = const.hbar * k_fermi * mobility / const.e
modes = valleys * (k_fermi * a)**2 / 4
R_sharvin = const.h / (2 * const.e**2 * modes)
ballistic_length = np.pi * a**2 * R_sharvin / rho
assert abs(ballistic_length / (4 * free_path / 3) - 1) < 1e-6
fermi_energy = (const.hbar * k_fermi)**2 / (2 * mass_ratio * const.m_e)
degeneracy = fermi_energy / (const.k * temperature)

# finite layer: image sum against the separated solution of Laplace's equation
h = thickness / a
slab_length = a * np.log(2) / (2 * h)
slab_exact = a * 2 * quad(lambda x: (j1(x) / x)**2 * (1 - np.tanh(x * h)),
                          1e-12, 20 / h, epsabs=1e-13)[0]
assert abs(slab_exact / slab_length - 1) < 3e-3

# self-heating: temperature as a function of a harmonic potential
x, y, z, V, kr = sp.symbols('x y z V kr', positive=True)
pot = 1 / sp.sqrt(x**2 + y**2 + z**2) + x * y
heat = pot * (V - pot) / (2 * kr)
balance = sum(sp.diff(heat, s, 2) + sp.diff(pot, s)**2 / kr for s in (x, y, z))
point = {x: 0.7, y: 1.1, z: 0.4, V: 3.0, kr: 0.8}
assert abs(float(balance.subs(point))) < 1e-10
voltage = current * R_num
heating = voltage**2 / (8 * kappa * rho)

mismatch_change = mismatch * alpha * a / total_length
contact_R = contact / (np.pi * thickness**2)
depletion = wall_charge / density_e
depletion_change = resistance(alpha, a - depletion) / R_num - 1
drift = current / (np.pi * a**2 * const.e * density_e)
assert drift < 0.1 * v_saturation and heating < 5

# --- output ---
print(f"lower bound on alpha, pi/4: {LOWER:.4f}")
print(f"upper bound on alpha, 8/(3 pi): {UPPER:.4f}")
print(f"network, equipotential mouth: alpha = {disc_net:.4f}")
print(f"network, uniform-flux mouth: alpha = {flux_net:.4f}")
for ratio, value in zip(ratios, alphas):
    print(f"network, real channel, L/a = {ratio:.1f}: alpha = {value:.4f}")
print(f"same, L/a = 0.5, coarser grid: alpha = {alpha_coarse:.4f}")
print(f"disc integral W/a^3 by quadrature: {W:.4f}")
print(f"channel radius a: {a*1e9:.0f} nm")
print(f"channel length L: {L*1e9:.0f} nm")
print(f"electron density: {density_e*1e-6:.1e} cm^-3")
print(f"mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"resistivity: {rho*1e5:.3f} mohm cm")
print(f"added length per end, lower: {LOWER*a*1e9:.1f} nm")
print(f"added length per end, upper: {UPPER*a*1e9:.1f} nm")
print(f"resistance of channel alone: {R_channel:.2f} ohm")
print(f"lower bound on R: {R_low:.2f} ohm")
print(f"upper bound on R: {R_high:.2f} ohm")
print(f"R with network alpha: {R_num:.2f} ohm")
print(f"width of bracket / its midpoint: "
      f"{200*(R_high-R_low)/(R_high+R_low):.1f} %")
print(f"total effective length (network): {total_length*1e9:.1f} nm")
print(f"mean free path: {free_path*1e9:.1f} nm")
print(f"Fermi energy / kT at {temperature:.0f} K: {degeneracy:.1f}")
print(f"Sharvin resistance: {R_sharvin:.2f} ohm")
print(f"ballistic added length: {ballistic_length*1e9:.1f} nm")
print(f"ballistic change of R: +{100*ballistic_length/total_length:.1f} %")
print(f"layer thickness H: {thickness*1e6:.0f} um")
print(f"finite-layer length reduction: {slab_length*1e9:.1f} nm")
print(f"finite-layer change of R: -{100*slab_length/total_length:.2f} %")
print(f"layer resistivity mismatch assumed: {100*mismatch:.0f} %")
print(f"mismatch change of R: {100*mismatch_change:.1f} %")
print(f"top contact resistivity: {contact*1e4:.0e} ohm cm2")
print(f"top contact resistance, crude: {contact_R:.2f} ohm")
print(f"top contact change of R: +{100*contact_R/R_num:.1f} %")
print(f"oxide wall charge density / e: {wall_charge*1e-4:.0e} cm^-2")
print(f"wall depletion depth: {depletion*1e9:.2f} nm")
print(f"wall depletion change of R: +{100*depletion_change:.2f} %")
print(f"current: {current*1e3:.0f} mA")
print(f"voltage across constriction: {voltage*1e3:.1f} mV")
print(f"thermal conductivity: {kappa:.0f} W/(m K)")
print(f"largest self-heating: {heating:.2f} K")
print(f"mean drift velocity in channel: {drift*100:.1e} cm/s")
print(f"saturation velocity, rough: {v_saturation*100:.0e} cm/s")
print("all good")
```

Running it gives:

```
lower bound on alpha, pi/4: 0.7854
upper bound on alpha, 8/(3 pi): 0.8488
network, equipotential mouth: alpha = 0.7861
network, uniform-flux mouth: alpha = 0.8495
network, real channel, L/a = 0.1: alpha = 0.8050
network, real channel, L/a = 0.5: alpha = 0.8195
network, real channel, L/a = 6.0: alpha = 0.8223
same, L/a = 0.5, coarser grid: alpha = 0.8204
disc integral W/a^3 by quadrature: 16.7552
channel radius a: 200 nm
channel length L: 100 nm
electron density: 1.0e+20 cm^-3
mobility: 80 cm2/Vs
resistivity: 0.780 mohm cm
added length per end, lower: 157.1 nm
added length per end, upper: 169.8 nm
resistance of channel alone: 6.21 ohm
lower bound on R: 25.71 ohm
upper bound on R: 27.29 ohm
R with network alpha: 26.56 ohm
width of bracket / its midpoint: 5.9 %
total effective length (network): 427.8 nm
mean free path: 4.2 nm
Fermi energy / kT at 300 K: 2.9
Sharvin resistance: 0.34 ohm
ballistic added length: 5.5 nm
ballistic change of R: +1.3 %
layer thickness H: 5 um
finite-layer length reduction: 2.8 nm
finite-layer change of R: -0.65 %
layer resistivity mismatch assumed: 10 %
mismatch change of R: 3.8 %
top contact resistivity: 1e-07 ohm cm2
top contact resistance, crude: 0.13 ohm
top contact change of R: +0.5 %
oxide wall charge density / e: 1e+12 cm^-2
wall depletion depth: 0.10 nm
wall depletion change of R: +0.06 %
current: 1 mA
voltage across constriction: 26.6 mV
thermal conductivity: 70 W/(m K)
largest self-heating: 0.16 K
mean drift velocity in channel: 5.0e+04 cm/s
saturation velocity, rough: 1e+07 cm/s
all good
```
